\section*{Capacitance transients of a diode with abundant uniform traps}

\section{Problem}

A Schottky diode of area $A$ is made on uniform n-type material of permittivity $\varepsilon$, with density $N_D$ of shallow donors. The material also holds a uniform density $N_T$ of deep electron traps, and $N_T$ is not small compared with $N_D$. A pulse fills all the traps. At $t=0$ a constant reverse bias $V_R$ is restored, and a depletion layer forms in a time much shorter than any trap emission time. The small-signal capacitance $C(t)$ is then recorded at a frequency far above the emission rate.

Each full trap in the depletion layer emits its electron to the conduction band at the same constant rate $e$. Capture and hole emission in this layer are neglected. Two further effects are set aside at first: the series resistance, and the transition layer just inside the depletion edge, where electrons spilling in from the neutral material keep the traps full.

(a) Find $C(t)$, and decide whether $C$ or some power of it relaxes as a single exponential.

(b) Find the error made when the rate is read from the half-time of $C$, and the error made when $N_T$ is read from the small-signal rule $N_T/N_D\simeq 2\Delta C/C_\infty$, where $\Delta C$ is the total change of $C$ and $C_\infty$ its final value.

(c) Evaluate the results for platinum acceptors in lightly doped silicon at $110$ K, with $N_D=1.0\times10^{14}$ and $N_T=5.0\times10^{13}$ cm$^{-3}$, and judge the neglected effects.

\paragraph{Conventions.} The metal is at $x=0$ and the depletion edge at $x=W$. The elementary charge is $q>0$, and $V_t=kT/q$. An acceptor-like trap is negative when full and neutral when empty; a donor-like trap is neutral when full and positive when empty. In both cases the loss of one electron adds $+q$. Let $N_\infty$ be the net positive density, in units of $q$, when all traps are empty:
\begin{equation}
N_\infty=\begin{cases}N_D & \text{acceptor-like, with } N_T<N_D,\\ N_D+N_T & \text{donor-like.}\end{cases}
\end{equation}
With all traps full the density is $n_0=N_\infty-N_T$, which is also the free-electron density of the neutral material. We write $r=N_T/N_\infty$ and $s=e^{-et}$; in $s$ the first $e$ is the base of natural logarithms and the second is the rate.

\section{First estimate by scaling}

The bias must be carried by the space charge. A charge density $qN$ over a width $W$ gives a field of order $qNW/\varepsilon$ and a voltage of order $qNW^2/\varepsilon$. At fixed voltage $W\propto N^{-1/2}$, and a capacitor of thickness $W$ has
\begin{equation}
C\sim\frac{\varepsilon A}{W}\propto N^{1/2}.
\end{equation}
The density rises from $n_0$ to $N_\infty$ in a time of order $1/e$, with a missing part $N_Ts$. Hence $C/C_\infty\simeq(1-rs)^{1/2}$, and for small $r$
\begin{equation}
\frac{C}{C_\infty}\simeq 1-\frac{rs}{2}-\frac{r^2s^2}{8}.
\label{eq:series}
\end{equation}
The linear term is an exponential of relative size $r/2$. The quadratic term spoils it. To see by how much, normalise the transient so that it runs from 1 to 0:
\begin{equation}
y=\frac{C_\infty-C}{C_\infty-C_0}\simeq\frac{s+rs^2/4}{1+r/4}\simeq s-\frac r4\,s(1-s),
\end{equation}
where the last form keeps first order in $r$. The product $s(1-s)$ is at most $1/4$, so the departure from an exponential is about $r/16$. In the same order $-d\ln y/dt\simeq e(1+rs/4)$, because $ds/dt=-es$ and $\ln y\simeq\ln s+rs/4+\text{const}$.

For $r=1/2$ the estimate gives a swing of $25\%$ of $C_\infty$, a departure of $0.031$, and an initial rate $12.5\%$ above $e$. An expansion in $r$ is not reliable to better than tens of per cent here, so the full solution is needed.

\section{Exact solution of the model}

\subsection{Charge in the depletion layer}

Let $f$ be the fraction of traps that are full. At a point depleted since $t=0$,
\begin{equation}
\frac{df}{dt}=-ef,\qquad f(0)=1\quad\Rightarrow\quad f=e^{-et}=s .
\end{equation}
The net density there is
\begin{equation}
N(t)=N_\infty-N_T e^{-et},
\label{eq:N}
\end{equation}
which rises with time. More positive charge per volume carries the same voltage in a thinner layer, so the edge moves inward. A point still inside the layer at time $t$ has therefore been inside since $t=0$, and (\ref{eq:N}) holds at every $x<W(t)$. Traps passed by the retreating edge find themselves in neutral material and refill, but they no longer belong to the layer.

\subsection{Width at constant bias}

Let $\psi(x)$ be the band bending divided by $q$, positive towards the metal and zero in the neutral material. Poisson's equation is $\psi''=qN/\varepsilon$. With $\psi=\psi'=0$ at the edge, two integrations give
\begin{equation}
\psi(x)=\frac{qN}{2\varepsilon}(W-x)^2,\qquad
V=\psi(0)=\frac{qN(t)W^2}{2\varepsilon}.
\label{eq:V}
\end{equation}

The edge is not perfectly sharp, since electrons of density $n_0e^{-\psi/V_t}$ penetrate it. Near the edge, where the fixed density is $n_0$, Poisson's equation becomes $\psi''=(qn_0/\varepsilon)(1-e^{-\psi/V_t})$. Multiplication by $\psi'$ and integration from the neutral side give
\begin{equation}
\tfrac12\psi'^2=\frac{qn_0}{\varepsilon}\left[\psi-V_t\left(1-e^{-\psi/V_t}\right)\right].
\end{equation}
Once $\psi\gg V_t$, this is the field of a sharp edge with $\psi$ replaced by $\psi-V_t$. The voltage in (\ref{eq:V}) is therefore
\begin{equation}
V=V_R+V_{bi}-V_t,
\end{equation}
with $V_{bi}$ the built-in voltage. The argument needs a layer of density $n_0$ at the edge wider than the electron tail; the transition layer provides it. What matters for the time law is that $V$ is constant.

\subsection{Fast capacitance}

The test signal is too fast for the traps to emit in step with it. It moves free electrons at the edge and leaves the trap charge frozen. An added charge $\delta Q$ at $x=W$ changes the field throughout $0<x<W$ by $\delta Q/(\varepsilon A)$, and so changes the voltage by
\begin{equation}
\delta V=\frac{W\,\delta Q}{\varepsilon A}
\quad\Rightarrow\quad C=\frac{\delta Q}{\delta V}=\frac{\varepsilon A}{W}.
\label{eq:C}
\end{equation}
The charge inside the layer has dropped out. A slow signal would also change the trap charge, at the place where the traps begin to empty. With a sharp edge that place is again $x=W$, and the result is the same. With the transition layer it lies closer to the metal, and the slow capacitance is larger, by about $4\%$ at late times in the example below.

Equation (\ref{eq:C}) was tested by solving the Poisson equation with Boltzmann electrons for the example below, transition layer included, with the traps frozen at $100$, $50$ and $10\%$ filling. The capacitance from a voltage change of $\pm0.02$ V agreed with $\varepsilon A/W$ to a relative $5\times10^{-8}$.

\subsection{The relaxation law}

From (\ref{eq:V}), $1/W^2=qN/(2\varepsilon V)$. Squaring (\ref{eq:C}) and inserting this,
\begin{equation}
C^2=\frac{\varepsilon^2A^2}{W^2}=\frac{q\varepsilon A^2}{2V}\left(N_\infty-N_Te^{-et}\right).
\label{eq:C2}
\end{equation}
At late times $C_\infty^2=q\varepsilon A^2N_\infty/(2V)$. At $t=0$ the bracket is $n_0$, so $C_\infty^2-C_0^2=q\varepsilon A^2N_T/(2V)$, and
\begin{equation}
\boxed{C^2(t)=C_\infty^2-\left(C_\infty^2-C_0^2\right)e^{-et}.}
\label{eq:main}
\end{equation}
The squared capacitance relaxes as a single exponential with the true emission rate, however large the allowed trap density.

For $C$ itself, differentiate (\ref{eq:main}):
\begin{equation}
2C\dot C=e\left(C_\infty^2-C_0^2\right)e^{-et}=e\left(C_\infty^2-C^2\right).
\end{equation}
Dividing by $2C(C_\infty-C)$ gives the slope of a semilogarithmic plot,
\begin{equation}
-\frac{d}{dt}\ln(C_\infty-C)=\frac{\dot C}{C_\infty-C}=e\,\frac{C_\infty+C}{2C}.
\label{eq:slope}
\end{equation}
If $C$ were a single exponential plus a constant, the constant would have to be $C_\infty$ and this slope would not change. It does change, falling from $e(1+C_\infty/C_0)/2$ at the start towards $e$ at the end. Thus $C$ is not exponential for any $N_T>0$.

No other power serves. From (\ref{eq:C2}), $C^p=C_\infty^p(1-rs)^{p/2}$. At late times its distance from the limit is proportional to $s$, so a single exponential would have to be linear in $s$ throughout. For $p\neq0$ this requires $p=2$.

\subsection{Half-time and trap density}

Put $c=C_0/C_\infty$, so that $c^2=1-r$. When $C$ is halfway, $C/C_\infty=(1+c)/2$, and (\ref{eq:main}) gives
\begin{align}
s_{1/2}&=\frac{1-(1+c)^2/4}{1-c^2}
=\frac{(1-c)(3+c)}{4(1-c)(1+c)}=\frac{3+c}{4(1+c)},\\
t_{1/2}&=\frac1e\ln\frac{4(1+c)}{3+c}.
\label{eq:half}
\end{align}
Since $c<1$, $s_{1/2}>1/2$ and the half-time is shorter than $\ln2/e$. A rate read as $\ln2/t_{1/2}$ is too large, by a factor that depends on $c$ alone. If $c$ does not change with temperature, the factor shifts an Arrhenius plot without tilting it: the activation energy is unharmed, and the capture cross-section deduced from the prefactor is too large by the same factor.

The trap density follows from the end values,
\begin{equation}
\frac{N_T}{N_\infty}=1-c^2=(1-c)(1+c).
\label{eq:density}
\end{equation}
For acceptor-like traps $N_\infty=N_D$, and the small-signal rule $2(1-c)$ exceeds the true $N_T/N_D$ by the factor $2/(1+c)$. For donor-like traps $N_\infty=N_D+N_T$, so that $N_T/N_D=(1-c^2)/c^2$; the rule then gives the true value times $2c^2/(1+c)$, which is too low.

The largest departure of $C$ from an exponential can also be found in closed form. With $v=C/C_\infty$, one has $y=(1-v)/(1-c)$ and $s=(1-v^2)/(1-c^2)$, so
\begin{equation}
s-y=\frac{1-v}{1-c}\left[\frac{1+v}{1+c}-1\right]=\frac{(1-v)(v-c)}{1-c^2}.
\end{equation}
The numerator is largest midway between its zeros, at $v=(1+c)/2$, where
\begin{equation}
(s-y)_{\max}=\frac{(1-c)^2}{4(1-c^2)}=\frac{1-c}{4(1+c)}.
\label{eq:dep}
\end{equation}

\subsection{Two further cases}

Let acceptor-like traps almost compensate the donors, $N_T\to N_D$. Then $c\to0$ and $C\to C_\infty(1-e^{-et})^{1/2}$, which starts as $\sqrt{et}$. The departure (\ref{eq:dep}) tends to $1/4$ and the half-time to $\ln(4/3)/e$. This is the limit of the ideal model. The initial width grows as $n_0^{-1/2}$ and must stay below the thickness of the doped layer. The transition layer widens too as $n_0$ falls, while the ideal final width stays fixed. In the platinum example below, with $n_0$ lowered to $0.05N_D$, the transition layer reduces $C_\infty$ by $16\%$ and makes the normalised $C^2$ depart from $e^{-et}$ by about $0.08$.

Suppose instead that a feedback circuit holds $C$, and hence $W$, fixed by adjusting the bias. Equation (\ref{eq:V}) then makes $V$ linear in $N(t)$, and the voltage relaxes exponentially with rate $e$. The square belongs to the constant-bias measurement.

\section{Worked example: platinum in silicon}

The trap parameters are rough typical values: depth $E_T=0.23$ eV below the conduction band and capture cross-section $\sigma=5\times10^{-15}$ cm$^2$. The diode has $A=25$ mm$^2$, $V_R=40$ V and $V_{bi}=0.70$ V. At $110$ K, $V_t=9.479$ mV, so $V=40+0.70-0.009=40.69$ V.

Detailed balance fixes the emission rate. In equilibrium, capture $\sigma v_{th}n(1-f)$ equals emission $ef$. For a trap with unit degeneracy factor $n(1-f)/f=N_ce^{-E_T/kT}$, with $v_{th}$ the thermal speed and $N_c$ the effective density of conduction-band states. Hence
\begin{align}
e&=\sigma v_{th}N_c\,e^{-E_T/kT}\nonumber\\
&=(5\times10^{-15})(1.391\times10^{7})(6.092\times10^{18})\,e^{-24.26}\ \text{s}^{-1}
=12.3\ \text{s}^{-1},
\end{align}
or $1/e=81.4$ ms. With $n_0=5\times10^{13}$ cm$^{-3}$ and relative permittivity $11.7$,
\begin{equation}
W_0=\sqrt{\frac{2\varepsilon V}{qn_0}}=32.4\ \mu\text{m},\qquad
C_0=\frac{\varepsilon A}{W_0}=79.8\ \text{pF}.
\end{equation}
The final density is twice as large, so $W_\infty=W_0/\sqrt2=22.9\ \mu$m, $C_\infty=\sqrt2\,C_0=112.9$ pF and $c=0.7071$.

At $et=1$, (\ref{eq:main}) gives $C^2=12746-(12746-6373)(0.3679)\simeq1.040\times10^4$ pF$^2$, hence $C=102.0$ pF. The semilog slope there is $(112.9+102.0)/(2\times102.0)=1.053$ times $e$; it starts at $1.207\,e$.

The half-time of $C$ is $81.38\ln(6.828/3.707)=49.7$ ms, against $56.4$ ms for $C^2$. The rate read from the former is $13\%$ above $e$. The squares return $N_T/N_D=0.500$; the small-signal rule gives $0.586$, which is $17\%$ too high.

The law was also tested without using (\ref{eq:main}). Trap filling was stepped in time on a spatial grid, the edge was found from Poisson's equation at each step, and traps outside it were refilled. With steps of $0.01/e$, normalised $C^2$ departed from $e^{-et}$ by at most $3.1\times10^{-6}$. The midpoint time step used has a relative rate error of $(0.01)^2/12=8.3\times10^{-6}$; multiplied by the maximum $0.368$ of $et\,e^{-et}$, this accounts for the residue.

\section{Comparison and limits}

\subsection{Scaling against the exact result}

For $r=1/2$ the two treatments give:
\begin{center}
\begin{tabular}{lcc}
Quantity & Estimate & Exact\\ \hline
Swing $\Delta C/C_\infty$ & $0.25$ & $0.293$\\
Initial slope$/e$ & $1.125$ & $1.207$\\
Departure of $C$ from $e^{-et}$ & $0.031$ & $0.043$
\end{tabular}
\end{center}
The scaling argument finds the square-root law and the sign of each effect. Its numbers are low by $15\%$ for the swing, $27\%$ for the departure and $40\%$ for the excess of the slope over $e$, each relative to the exact value, because higher powers of $r$ were dropped. At $N_T/N_D=0.01$ the estimate $r/16=0.0006$ agrees with the computed departure, $0.00063$, and $C$ is then exponential for most purposes.

\subsection{The transition layer}

Traps stay full where capture outruns emission, that is, where $n>N_ce^{-E_T/kT}$. With $n=n_0e^{-\psi/V_t}$, this region ends at the band bending
\begin{equation}
\phi=\frac{E_T}{q}-V_t\ln\frac{N_c}{n_0}=0.230-0.111=0.119\ \text{V}.
\end{equation}
The density in it is $n_0$, so its width is $\lambda=\sqrt{2\varepsilon\phi/(qn_0)}=1.75\ \mu$m, or $5.4\%$ of $W_0$. (The electron tail would replace $\phi$ by $\phi-V_t$ and lower $\lambda$ by $4\%$; this is ignored here.) The emptied traps add their charge only up to $W-\lambda$, and (\ref{eq:V}) becomes
\begin{equation}
V=\frac{q}{2\varepsilon}\left[n_0W^2+N_T(1-s)(W-\lambda)^2\right].
\label{eq:lam}
\end{equation}
Now $1/W^2$ is not linear in $s$. To first order in $\lambda$ the bracket is $NW^2-2N_T(1-s)W\lambda$. Solving for $1/W^2$, with $W=W_0\sqrt{n_0/N}$ in the small term, gives
\begin{equation}
\frac{W_0^2}{W^2}\simeq\frac{N}{n_0}-\frac{2\lambda}{W_0}\,\frac{N_T}{n_0}(1-s)\sqrt{\frac{N}{n_0}} .
\end{equation}
Normalised as before, $C^2$ then lies below $s$ by about
\begin{equation}
\frac{2\lambda}{W_0}(1-s)\left[\sqrt{\frac{N_\infty}{n_0}}-\sqrt{\frac{N}{n_0}}\right].
\end{equation}
At $s=1/2$ this is $0.108\times0.5\times(1.414-1.225)=0.010$. The solution of (\ref{eq:lam}) in the time-stepped model gives a largest departure of $0.0097$. This assumes that the layer follows the moving edge without delay. At its inner border, however, capture is only as fast as emission, so traps there refill late while the edge retreats. When capture and emission are followed in time together with Poisson's equation, the largest departure is about $0.02$, twice the simple estimate. Since $\lambda/W_0=\sqrt{\phi/V}$, a larger bias reduces this error, but it raises the field.

\subsection{The real diode}

Platinum is used to shorten carrier lifetime in silicon power diodes, and a doping near $10^{14}$ cm$^{-3}$ is of the right order for their lightly doped layer. The ratio $N_T/N_D=1/2$ is chosen to make the effect plain, and $110$ K is a temperature for trap spectroscopy, not for operating the diode. The times in the example depend strongly on the rough trap depth: a change of $10$ meV in $E_T$ changes $e$ by a factor $2.9$ at this temperature. For the shape of the transient, the main doubt is the assumption of a constant rate. The peak field, $2V/W_\infty=0.0355$ MV/cm, is well below a rough breakdown field of $0.2$ MV/cm, but phonon-assisted tunnelling can still raise the emission rate there. By how much depends on the model. A simple law, the exponential of a term quadratic in the field, gives a factor $1.28$, which alone makes $C^2$ depart from $e^{-et}$ by $0.0125$. An integral over the tunnelling energies through a triangular barrier, taken along the field direction only, gives a factor of about $4$. Both numbers use the transverse mass $0.19\,m_e$. The integral falls to $3.5$ for the mass $0.26\,m_e$ that applies to a field along $\langle111\rangle$, and to $2.1$ for the longitudinal mass $0.92\,m_e$. Averaged over the directions of emission, with no gain against the field, it gives about $1.7$ for $0.19\,m_e$. A filling pulse to zero bias leaves the first $2.0\ \mu$m unfilled and contributes $0.0009$.

With these two effects and the transition layer together, delayed refilling included, the departure is about $0.035$ for $C^2$ and $0.07$ for $C$ if the simple field law holds. With the tunnelling integral along the field it is about $0.23$ and $0.26$, and with its average over directions about $0.09$ and $0.12$. All are distances from $e^{-et}$ with the zero-field rate $e$. Squaring removes the error that comes from the capacitance law, but not the one that comes from a field-dependent rate. If the field effect is strong, the rate read from $C^2$ belongs to the fields in the layer and not to zero field. The end values of $C^2$ give $N_T/N_D=0.46$, which is $8\%$ below the true value, mainly because of the transition layer. Platinum introduced by diffusion need not be uniform in depth; that error is not sized here.

Series resistance is a smaller matter. A resistor $R$ in series gives the admittance $i\omega C/(1+i\omega RC)$, whose imaginary part divided by $\omega$ is $C/[1+(\omega RC)^2]$. For $20\ \Omega$ at $1$ MHz the correction is $2\times10^{-4}$ of $C_\infty$. Fringing at the contact rim is of the order of $W_0$ over the contact radius, which is $0.0115$; if the free surface beside the contact carries no charge, it adds about $1.5\%$ to $C_0$. The remaining estimates are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Temperature 110 K, kT/q 9.479 mV
N_D 1.00e+14, N_T 5.00e+13 cm^-3
Trap depth 0.23 eV, cross-section 5.0e-15 cm^2
V_R 40.0 V, V_bi 0.70 V, V 40.691 V
Area 25 mm^2, relative permittivity 11.7
N_c 6.092e+18 cm^-3, thermal speed 1.391e+07 cm/s
Emission rate e 12.289 s^-1, 1/e 81.38 ms
Width at start 32.44 um, at end 22.94 um
C0 79.83 pF, Cinf 112.90 pF, ratio 0.7071
e*t | C (pF) | C^2 (pF^2) | semilog slope of C / e
0.01 | 80.23 | 6436.8 | 1.2036
0.50 | 94.24 | 8881.2 | 1.0990
1.00 | 101.99 | 10402.2 | 1.0535
2.00 | 109.02 | 11884.3 | 1.0178
4.00 | 112.38 | 12630.1 | 1.0023
Slope/e at t=0 from formula: 1.2071
Half-time of C 49.71 ms
Half-time of C^2, ln2/e 56.41 ms
Rate from half-time of C / e: 1.1347
N_T/N_D from squares 0.5000, small-signal 0.5858
Largest departure of normalised transient from exp(-e t):
  ideal C^2: 3.1e-06
  ideal C: 0.0429
  ideal C for N_T/N_D = 0.01: 0.00063
  C^2 with transition layer: 0.0097
  C^2 with unfilled traps: 0.0009
  C^2 with field-aided emission: 0.0125
  C^2 with all three: 0.0226
  C with all three: 0.0597
N_T/N_D from squares with all three: 0.4598
Transition layer 1.75 um, share of W0 0.0541
Depth left unfilled by zero-bias pulse 1.98 um
Fast C against eps*A/W, worst relative gap 5.2e-08
Peak field 0.0355 MV/cm
Rough breakdown field 0.20 MV/cm
Emission factor at peak field 1.280
Series resistance 20 ohm, test frequency 1 MHz
(omega R Cinf)^2 2.0e-04
Neutral share of phosphorus outside layer 0.0019
Hole emission / e, Boltzmann factor: 10^-32
Second electron emission / e: 10^-28
Capture time at n0 0.287 us
Debye length / W0 0.0108
W0 / contact radius 0.0115
\end{verbatim}
